# Local atomic energy definitions and the Green-Kubo heat conductivity of disordered solids

A disordered solid is described by classical atoms with masses $m_i$, positions $\mathbf R_i$, velocities $\mathbf v_i$ and pair energies $\phi_{ij}=\phi_{ji}$ that depend on distance. The total energy is fixed by the forces up to a constant, but its division among atoms is a choice. Let atom $i$ receive the fraction $\lambda_{ij}$ of the pair energy $\phi_{ij}$:

$$e_i=\tfrac12 m_i v_i^2+\sum_{j\ne i}\lambda_{ij}\phi_{ij},\qquad \lambda_{ij}+\lambda_{ji}=1 .$$

The fractions are constants in time. For one Cartesian component $J$ of the total heat current in volume $V$ at temperature $T$, the Green-Kubo integral cut at time $\tau$ is

$$\kappa(\tau)=\frac{1}{Vk_BT^2}\int_0^\tau C(t)\,dt,\qquad C(t)=\langle J(t)J(0)\rangle ,$$

and the conductivity is $\kappa=\lim_{\tau\to\infty}\kappa(\tau)$. The average is over a stationary equilibrium state with $\langle J\rangle=0$. Units are cgs. The problem is to find out how $\kappa$ depends on the choice of $\lambda_{ij}$.

## (a) Find the heat current that belongs to a given sharing rule.

**Solution.** Let $\mathbf f_{ij}=-\partial\phi_{ij}/\partial\mathbf R_i=-\mathbf f_{ji}$ be the force on $i$ from $j$. The kinetic energy of atom $i$ changes at the rate $\sum_j\mathbf f_{ij}\cdot\mathbf v_i$. The pair energy changes at the rate

$$\dot\phi_{ij}=-\mathbf f_{ij}\cdot\mathbf v_i-\mathbf f_{ji}\cdot\mathbf v_j=-\mathbf f_{ij}\cdot(\mathbf v_i-\mathbf v_j).$$

Adding the two contributions and using $1-\lambda_{ij}=\lambda_{ji}$ gives

$$\dot e_i=\sum_j\mathbf f_{ij}\cdot\left[\mathbf v_i-\lambda_{ij}(\mathbf v_i-\mathbf v_j)\right]=\sum_jW_{ij},\qquad W_{ij}=\mathbf f_{ij}\cdot(\lambda_{ji}\mathbf v_i+\lambda_{ij}\mathbf v_j).$$

Exchanging $i$ and $j$ leaves the bracket unchanged and reverses the force, so $W_{ji}=-W_{ij}$. Thus $W_{ij}$ is the power passed from $j$ to $i$.

For a finite cluster the energy current is the time derivative of the energy dipole $\sum_i\mathbf R_ie_i$:

$$\mathbf J=\sum_i e_i\mathbf v_i+\sum_{ij}\mathbf R_iW_{ij}
=\sum_i e_i\mathbf v_i+\tfrac12\sum_{ij}\mathbf R_{ij}W_{ij},\qquad \mathbf R_{ij}=\mathbf R_i-\mathbf R_j .$$

The last step averages the double sum with its copy in which $i$ and $j$ are exchanged. The final form contains no absolute positions. It therefore also serves under periodic boundaries, with $\mathbf R_{ij}$ the nearest-image separation and forces of short range. In a solid without net drift whose atoms stay bound to their sites, this energy current can be used as the heat current.

A finite-difference test of the dipole derivative for a random three-dimensional cluster confirms this expression, with a largest absolute error of $4\times10^{-7}$ in reduced units.

## (b) Show that a new sharing rule adds a total time derivative, and find the function that is differentiated.

**Solution.** Let the new fractions be $\lambda'_{ij}=\lambda_{ij}+\delta_{ij}$. Both rules share out the whole pair energy, so $\delta_{ji}=-\delta_{ij}$. The atomic energies change by $\sum_j\delta_{ij}\phi_{ij}$, and the first term of the current changes by

$$\sum_{ij}\delta_{ij}\phi_{ij}\mathbf v_i=\tfrac12\sum_{ij}\delta_{ij}\phi_{ij}(\mathbf v_i-\mathbf v_j)=\tfrac12\sum_{ij}\delta_{ij}\phi_{ij}\dot{\mathbf R}_{ij}.$$

The transferred powers change by

$$W'_{ij}-W_{ij}=\mathbf f_{ij}\cdot(\delta_{ji}\mathbf v_i+\delta_{ij}\mathbf v_j)=-\delta_{ij}\mathbf f_{ij}\cdot(\mathbf v_i-\mathbf v_j)=\delta_{ij}\dot\phi_{ij}.$$

The two changes combine by the product rule:

$$\mathbf J'-\mathbf J=\tfrac12\sum_{ij}\delta_{ij}\left(\phi_{ij}\dot{\mathbf R}_{ij}+\mathbf R_{ij}\dot\phi_{ij}\right)=\frac{d\mathbf P}{dt},\qquad
\mathbf P=\tfrac12\sum_{ij}\mathbf R_{ij}\,\delta_{ij}\,\phi_{ij}.$$

No absolute position was used, so the result holds in a periodic cell too, provided $\phi_{ij}$ is negligible where the nearest image changes. Physically, $\mathbf P$ is the energy dipole created by moving shares of bond energy between neighbours. Each term is local. If the terms $\delta_{ij}\mathbf R_{ij}\phi_{ij}$ have variances below a common bound and short-ranged correlations, then $\mathrm{Var}\,P$ grows at most in proportion to $V$.

A second ambiguity concerns where the energy is placed. In a solid write $\mathbf R_i=\mathbf X_i+\mathbf u_i$, with fixed site $\mathbf X_i$ and displacement $\mathbf u_i$. If the energy is assigned to the site, the current is $\mathbf J_0=\tfrac12\sum_{ij}\mathbf X_{ij}W_{ij}$. Then

$$\mathbf J-\mathbf J_0=\sum_ie_i\mathbf v_i+\tfrac12\sum_{ij}(\mathbf u_i-\mathbf u_j)W_{ij}
=\sum_i(e_i\dot{\mathbf u}_i+\mathbf u_i\dot e_i)=\frac{d}{dt}\sum_i\mathbf u_ie_i .$$

The differentiated function $\sum_i\mathbf u_ie_i$ has finite variance when the atoms stay near their sites. In a free crystal displacement correlations are long-ranged, so growth in proportion to $V$ must be checked separately for this term.

## (c) Under what condition on $P$ do $J$ and $J'=J+\dot P$ give the same conductivity?

**Solution.** It is useful to express the conductivity through the heat carried in a time $\tau$. Define

$$Q(\tau)=\int_0^\tau J(t)\,dt,\qquad \kappa_E(\tau)=\frac{\langle Q(\tau)^2\rangle}{2Vk_BT^2\tau}.$$

In the double time integral for $\langle Q^2\rangle$, stationarity makes the integrand depend on the time difference alone. A positive difference $t$ occurs over a length $\tau-t$, and the negative difference contributes equally. Hence

$$\langle Q^2\rangle=2\int_0^\tau(\tau-t)C(t)\,dt
=2\int_0^\tau dt\int_0^t C(s)\,ds,\qquad
\kappa_E(\tau)=\frac1\tau\int_0^\tau\kappa(t)\,dt .$$

Thus $\kappa_E$ is the time average of the running Green-Kubo integral. If $\kappa(\tau)$ converges, $\kappa_E(\tau)$ has the same limit. The average may also converge when $\kappa(\tau)$ keeps oscillating, and it then serves as the definition of $\kappa$.

For the second current, $Q'=Q+\Delta P$ with $\Delta P=P(\tau)-P(0)$. The root mean square is a norm, so the triangle inequality gives

$$\left|\langle Q'^2\rangle^{1/2}-\langle Q^2\rangle^{1/2}\right|\le\langle(\Delta P)^2\rangle^{1/2}.$$

Let $\tilde P=P-\langle P\rangle$. From $(a-b)^2\le2a^2+2b^2$ and stationarity, $\langle(\Delta P)^2\rangle\le4\,\mathrm{Var}\,P$. Division by $(2Vk_BT^2\tau)^{1/2}$ yields

$$\left|\sqrt{\kappa'_E(\tau)}-\sqrt{\kappa_E(\tau)}\right|\le\left[\frac{2\,\mathrm{Var}\,P}{Vk_BT^2\,\tau}\right]^{1/2}.$$

If $\mathrm{Var}\,P$ is finite, the right side vanishes as $\tau\to\infty$. If $\kappa_E(\tau)$ has a finite limit for one current, it has the same limit for the other. The ordinary running integrals share this limit whenever they converge. It is thus sufficient that $P$ is bounded in mean square; $P$ need not have a largest value.

If the infinite-volume limit is taken before the long-time limit, finite variance at each volume is no longer enough for this argument. A sufficient condition is $\mathrm{Var}\,P/V\le c$ with $c$ independent of $V$. The right side is then at most $[2c/(k_BT^2\tau)]^{1/2}$ for every volume, and the conclusion survives. Part (b) supplies this condition for local sharing rules with short-ranged correlations.

## (d) How do the two running integrals differ at a finite time?

**Solution.** Subtracting the products of currents gives

$$C'(t)-C(t)=\langle\dot P(t)J'(0)\rangle+\langle J(t)\dot P(0)\rangle .$$

The first term is the time derivative of $\langle P(t)J'(0)\rangle$. For the second, $\langle J(t)P(s)\rangle$ depends on $t-s$, so moving the derivative from $s$ to $t$ changes its sign:

$$\langle J(t)\dot P(0)\rangle=-\frac{d}{dt}\langle J(t)P(0)\rangle .$$

Integration from $0$ to $\tau$ leaves a contribution from the lower limit,

$$-\langle PJ'\rangle+\langle JP\rangle=-\langle P\dot P\rangle=-\tfrac12\frac{d}{dt}\langle P^2\rangle=0,$$

which vanishes by stationarity. Therefore

$$\kappa'(\tau)-\kappa(\tau)=\frac{\langle P(\tau)J'(0)\rangle-\langle J(\tau)P(0)\rangle}{Vk_BT^2}.$$

When these correlations decay, the ordinary running integrals meet. In a finite harmonic solid without scattering they can oscillate without decaying, and the comparison must use $\kappa_E$. The bound of (c) still holds there, but the common behaviour is not a bulk conductivity. For the ring of (e) without its momentum reversals, $\kappa_E$ falls toward zero when the masses are disordered and grows in proportion to $\tau$ when they are all equal. The correlation functions $C$ and $C'$ need not agree at any given time; it is their complete integrals that agree.

## (e) Compare three sharing rules in a mass-disordered ring.

Ten atoms stand on a ring in the order LHHLHLLLHH. The light mass is $m_L=4.982\times10^{-23}$ g (30 atomic mass units) and the heavy mass is $2m_L$. Neighbours are joined by springs $k=5\times10^4$ dyn/cm, and each atom is tied to its site by a spring $k_0=10^4$ dyn/cm. The spacing is $a=3\times10^{-8}$ cm, each atom occupies the volume $a^3$, and $T=300$ K.

Mass disorder scatters the vibrations, but in a finite harmonic ring it does not make the current correlations die out. To make them decay, each momentum is reversed at random at the rate $\gamma=4\times10^{12}$ s$^{-1}$. A reversal leaves $p_i^2$, and hence every $e_i$, unchanged. It preserves the equilibrium distribution. It is an imposed scattering and not a model of anharmonic forces between atoms, which would conserve the total momentum in the absence of on-site springs. The functions $P$ used here contain displacements and site energies, so they do not jump at a reversal, and parts (c) and (d) apply.

Find $P$ for this ring, estimate its size, and compare the conductivities.

**Solution.** The on-site energy $\tfrac12k_0u_i^2$ is given wholly to atom $i$. Its rate of change $k_0u_i\dot u_i$ cancels the power $-k_0u_i\dot u_i$ of the on-site force, so $\dot e_i$ still contains only the powers passed between neighbours. Let $\lambda_i$ be the share of bond $(i,i+1)$ given to its left atom $i$. With energies assigned to lattice sites and $X_i-X_{i+1}=-a$, the results of (a) and (b) become

$$J_0=-a\sum_iW_{i,i+1},\qquad P=-a\sum_i(\lambda'_i-\lambda_i)\phi_i,\qquad \phi_i=\tfrac12k(u_{i+1}-u_i)^2 .$$

The reference rule is equal sharing, $\lambda_i=\tfrac12$. The "heavy" rule gives a bond between unlike atoms wholly to the heavy one and divides other bonds equally. The "left" rule has $\lambda_i=1$ everywhere, so $P=-\tfrac a2\sum_i\phi_i$.

The variance for the left rule can be found by hand. Put $r=k_0/k=0.2$ and $x_q=2-2\cos q$ for wave number $q$ per site. The equilibrium distribution of the displacements does not depend on the masses. By equipartition the bond stretch in mode $q$ has variance $(k_BT/k)\,x_q/(x_q+r)$. The total bond energy is a sum of squares of Gaussian variables, whose variance is $\tfrac12(k_BT)^2\sum_q[x_q/(x_q+r)]^2$. The factor $(a/2)^2$ then gives

$$\frac{\mathrm{Var}\,P}{N(ak_BT)^2}=\frac1{8N}\sum_q\left(1-\frac r{x_q+r}\right)^2 .$$

For a long ring the sum becomes an integral over $q$. With $D=r^2+4r=0.84$, the average of $1/(x_q+r)$ is $D^{-1/2}=1.091$. Minus its derivative with respect to $r$ gives the average of $1/(x_q+r)^2$, which is $(r+2)D^{-3/2}=2.858$. Thus

$$\frac{\mathrm{Var}\,P}{N(ak_BT)^2}\to\frac{1-0.4(1.091)+0.04(2.858)}8=0.0847 .$$

The numerical output gives 0.0852 for $N=10$ and 0.0847 for both $N=40$ and $N=160$. For this rule the variance is therefore proportional to size in long rings, which meets the sufficient condition of (c).

For the conductivity, measure time in $1/\omega_0$, with $\omega_0=(k/m_L)^{1/2}=3.168\times10^{13}$ s$^{-1}$, and current in $ak_BT\omega_0$. The Green-Kubo prefactor becomes

$$\frac{(ak_BT\omega_0)^2}{Na^3k_BT^2\,\omega_0}=\frac1N\frac{k_B\omega_0}{a},\qquad
\frac{k_B\omega_0}{a}=1.458\times10^5\ \frac{\rm erg}{\rm s\,cm\,K}.$$

Quadratic functions of displacements and momenta remain quadratic under the averaged dynamics. The correlations therefore follow from a finite linear system without sampling noise. The running conductivities, in $10^4$ erg/(s cm K), are:

| $t$ (ps) | equal | heavy | left |
|---:|---:|---:|---:|
| 0.03 | 2.83 | 4.12 | 3.18 |
| 0.09 | 6.09 | 6.81 | 5.94 |
| 0.30 | 8.25 | 8.27 | 8.22 |
| 3.00 | 8.58 | 8.58 | 8.58 |

The current fluctuations differ much more than the final values. In the reduced unit, $\langle J^2\rangle/N$ is 0.237, 0.488 and 0.582 for the three rules. At 0.03 ps the heavy rule gives a running integral 46% above that of equal sharing. At 12 ps the three values agree to a relative $10^{-7}$, which is the accuracy of the numerical time integration. A separate linear solution for the infinite-time integral gives the same common value,

$$\kappa=8.58\times10^4\ \frac{\rm erg}{\rm s\,cm\,K}=0.858\ \frac{\rm W}{\rm m\,K}.$$

The formula of (d) is also tested over the whole run. Its largest absolute error is $3\times10^{-7}$ in the reduced conductivity unit.

The averages $\kappa_E$ converge more slowly. At 12 ps they are 8.523, 8.530 and 8.525 in the unit of the table, about 0.6% below $\kappa$. This follows from

$$\kappa-\kappa_E(\tau)=\frac1\tau\int_0^\tau[\kappa-\kappa(t)]\,dt ,$$

because the early deficit is remembered with weight $1/\tau$. The difference between two rules also falls as $1/\tau$ once the running integrals have met. The general bound falls as $\tau^{-1/2}$ and is cautious here. For the left rule at 12 ps, $\omega_0\tau=380$ and the bound on the difference of square roots is $(2\times0.0852/380)^{1/2}=0.021$. This would permit a conductivity difference of about 6%, while the actual difference is 0.02%.

The calculation concerns a ten-atom pinned chain with imposed scattering. Its conductivity is not a bulk value for a material, and the size dependence of $\kappa$ was not examined. The replacement of sites by instantaneous positions was tested separately on a three-atom ring. The added current $d(\sum_iu_ie_i)/dt$ has a Green-Kubo integral of magnitude $5\times10^{-8}$ relative to its initial correlation divided by $\omega_0$, consistent with zero.

## (f) Add a constant energy $\varepsilon_i$ to each atom according to its species. Is the conductivity still unchanged?

**Solution.** Such offsets do not affect the forces. With energy carried at the instantaneous positions, they add the current

$$g=\sum_i\varepsilon_iv_i=\frac{dP_\varepsilon}{dt},\qquad P_\varepsilon=\sum_i\varepsilon_iu_i .$$

For atoms bound to sites, $P_\varepsilon$ has finite variance and (c) applies. Now remove the on-site springs but keep the momentum reversals. The ring can then diffuse as a whole relative to the background that relaxes its momentum.

Let $M=\sum_im_i$ and $X=\sum_im_iu_i/M$. Writing $u_i=X+r_i$ gives

$$P_\varepsilon=\Big(\sum_i\varepsilon_i\Big)X+\sum_i\varepsilon_ir_i .$$

The relative displacements $r_i$ have finite variance because the bonds hold the ring together. By (c) the second term cannot affect the long-time result, so the motion of $X$ decides it.

A reversal changes $p_i$ by $-2p_i$ and occurs at rate $\gamma$. Internal forces cancel in the total momentum $\Pi=M\dot X$, whose conditional mean therefore obeys $\dot\Pi=-2\gamma\Pi$. With $\langle\Pi^2\rangle=Mk_BT$,

$$\langle\dot X(t)\dot X(0)\rangle=\frac{k_BT}Me^{-2\gamma t},\qquad
\int_0^\infty\langle g(t)g(0)\rangle\,dt=\Big(\sum_i\varepsilon_i\Big)^2\frac{k_BT}{2\gamma M}.$$

The Green-Kubo prefactor turns this into

$$\kappa_\varepsilon=\frac{(\sum_i\varepsilon_i)^2}{2\gamma MVT}.$$

Take $\varepsilon=1$ eV on the five heavy atoms and zero on the light ones. Then $\sum_i\varepsilon_i=8.01\times10^{-12}$ erg, $M=15m_L=7.47\times10^{-22}$ g and $V=10a^3=2.7\times10^{-22}$ cm$^3$, so

$$\kappa_\varepsilon=\frac{(8.01\times10^{-12})^2}{2(4\times10^{12})(7.47\times10^{-22})(2.7\times10^{-22})(300)}
=1.33\times10^5\ \frac{\rm erg}{\rm s\,cm\,K},$$

or 1.33 W/(m K). Direct integration of the correlation function agrees. With the on-site springs restored, the computed integral is $-5\times10^{-4}$ erg/(s cm K), which is zero at the numerical accuracy. For the free ring with offsets shifted to make $\sum_i\varepsilon_i=0$, it is also zero to this accuracy, because relative displacements alone then remain.

Here $\kappa_\varepsilon$ is the integral of $g$ alone. It has no cross term with the site current $J_0$: $J_0$ is even under reversal of all displacements and momenta, $g$ is odd, and both the dynamics and the equilibrium state respect this symmetry. The full current with energy at the instantaneous positions also contains $d(\sum_iu_ie_i)/dt$, which is odd like $g$. In the free ring this term also carries energy with the moving centre of mass and correlates with $g$, so the total change caused by the offsets is not $\kappa_\varepsilon$ alone.

The free ring shows that finite variance of the added current is not enough, which is why (c) uses a condition on $P$. Its added current $g=\dot P_\varepsilon$ is stationary with finite variance, yet $P_\varepsilon$ spreads diffusively and the Green-Kubo integral changes. That integral then depends on an arbitrary zero of atomic energy and contains transport of matter, so by itself it is not a heat conductivity. For a finite solid whose atoms remain bound, the same offsets are harmless. If the infinite-volume limit comes first, the argument of (c) also needs $\mathrm{Var}\,P_\varepsilon/V$ to stay bounded. On-site springs secure this. In a ring without them, with fixed centre of mass and randomly ordered species, $\mathrm{Var}\,P_\varepsilon/N$ grows in proportion to $N$, and that case needs a separate argument.

## Table of computed values

```
ring: 10 atoms, order LHHLHLLLHH
light mass = 4.9816e-23 g, heavy/light = 2.0
bond spring = 5.00e+04, on-site = 1.00e+04 dyn/cm
spacing = 3.00e-08 cm, cross-section = 9.00e-16 cm^2
temperature = 300 K, flip rate = 4.00e+12 1/s
sqrt(bond spring/light mass) = 3.1681e+13 1/s
conductivity unit kB*omega0/spacing = 1.4580e+05 erg/(s cm K)
3D current formula, largest error = 3.7e-07 (reduced)
3D sharing identity, largest error = 3.6e-08 (reduced)
<J^2>/N, equal = 0.23653 (spacing*kT*omega0)^2
<J^2>/N, heavy = 0.48765 (spacing*kT*omega0)^2
<J^2>/N, left = 0.58241 (spacing*kT*omega0)^2
running conductivity in erg/(s cm K): equal, heavy, left
  t = 0.03 ps: 2.83093e+04, 4.12125e+04, 3.18250e+04
  t = 0.09 ps: 6.09071e+04, 6.81240e+04, 5.94149e+04
  t = 0.30 ps: 8.25357e+04, 8.26603e+04, 8.21680e+04
  t = 0.90 ps: 8.58647e+04, 8.58671e+04, 8.58915e+04
  t = 3.00 ps: 8.57893e+04, 8.57893e+04, 8.57893e+04
  t = 12.00 ps: 8.57893e+04, 8.57893e+04, 8.57893e+04
linear-solve kappa, equal = 8.57893e+04 erg/(s cm K)
linear-solve kappa, heavy = 8.57893e+04 erg/(s cm K)
linear-solve kappa, left = 8.57893e+04 erg/(s cm K)
kappa, equal = 0.85789 W/(m K)
largest relative spread = 1.0e-07
Einstein values at 12 ps in erg/(s cm K): 8.52270e+04, 8.53044e+04, 8.52456e+04
Var(P)/N, heavy = 0.04356 (spacing*kT)^2
  largest gap/bound = 0.3455
  finite-time formula error = 8.6e-08 (reduced)
Var(P)/N, left = 0.08521 (spacing*kT)^2
  largest gap/bound = 0.2302
  finite-time formula error = 3.0e-07 (reduced)
Var(P)/N, left, N = 10: 0.085212 (spacing*kT)^2
Var(P)/N, left, N = 40: 0.084734 (spacing*kT)^2
Var(P)/N, left, N = 160: 0.084734 (spacing*kT)^2
cubic current: integral*omega0/C(0) = -5.1e-08
species offset on heavy atoms = 1.0 eV
offset term, free ring = 1.32533e+05 erg/(s cm K)
  closed formula = 1.32533e+05 erg/(s cm K)
  in SI = 1.32533 W/(m K)
offset term, pinned ring = -4.8e-04 erg/(s cm K)
zero-sum offsets, free = -9.5e-04 erg/(s cm K)
```
